# Thin-Oxide Breakdown and the Bulk Percolation Threshold: verification in Python

```python
"""Breakdown of a thin oxide as site percolation through a finite slab.

Result under test: for n layers and N columns of cells, each defective
independently with probability p < 1/5, the spanning probability F obeys
  -N ln(1-p^n) <= -ln(1-F) <= N p^n (1-5p)^(-(n-2)) / (1-p^n),
so the median breakdown fraction falls as N^(-1/n), far below the bulk
percolation threshold when the slab is thin and its area is large.
Symbols: n = layers, N = columns, p = defective fraction of cells,
hazard = -ln(1-F), extra = path cells beyond the minimum n.
"""
import numpy as np
from math import comb, log, log1p, expm1
from scipy.ndimage import label
from scipy.optimize import brentq

rng = np.random.default_rng(20417)
STEPS = [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)]


def hazard_lower(p, n, N):
    return -N * log1p(-p**n)


def hazard_upper(p, n, N):
    return N * p**n * (1 - 5 * p)**(-(n - 2)) / (1 - p**n)


def median_bracket(n, N):
    """Lower and upper bounds on the median breakdown fraction."""
    high = (-expm1(-log(2) / N))**(1 / n)

    def log_excess(p):
        return (log(N) + n * log(p) - (n - 2) * log1p(-5 * p)
                - log1p(-p**n) - log(log(2)))
    low = brentq(log_excess, 1e-12, 0.2 - 1e-13, xtol=1e-15)
    return low, high


def count_minimal_paths(n, max_extra, start, side=None):
    """Count self-avoiding paths touching bottom and top layers once each."""
    counts = [0] * (max_extra + 1)
    visited = {start}

    def extend(site, steps):
        if site[0] == n - 1:
            counts[steps - (n - 1)] += 1
            return
        if steps + (n - 1 - site[0]) > n - 1 + max_extra:
            return
        for d in STEPS:
            new = (site[0] + d[0], site[1] + d[1], site[2] + d[2])
            if new[0] < 1 or new in visited:
                continue
            if side and not (0 <= new[1] < side and 0 <= new[2] < side):
                continue
            if steps + 1 + (n - 1 - new[0]) > n - 1 + max_extra:
                continue
            visited.add(new)
            extend(new, steps + 1)
            visited.remove(new)

    extend(start, 0)
    return counts


def spanning_counts(n, side):
    """Number of spanning configurations for each number of defects."""
    sites = n * side * side
    codes = np.arange(2**sites)
    occupied = ((codes[:, None] >> np.arange(sites)) & 1).astype(bool)
    defects = occupied.sum(axis=1)
    occupied = occupied.reshape(-1, n, side, side)
    reached = np.zeros_like(occupied)
    reached[:, 0] = occupied[:, 0]
    for _ in range(sites):
        grown = reached.copy()
        for axis in (1, 2, 3):
            a = np.moveaxis(grown, axis, 0)
            b = np.moveaxis(reached, axis, 0)
            a[1:] |= b[:-1]
            a[:-1] |= b[1:]
        reached = grown & occupied
    spans = reached[:, -1].any(axis=(1, 2))
    return np.bincount(defects[spans], minlength=sites + 1)


def spanning_labels(defective):
    labels, number = label(defective)
    touches_bottom = np.zeros(number + 1, dtype=bool)
    touches_bottom[labels[0]] = True
    touches_bottom[0] = False
    top = labels[-1]
    return labels, top[touches_bottom[top]]


def sample_breakdown(n, side, samples):
    """Breakdown fraction and spanning-cluster size of random samples."""
    fractions, sizes = [], []
    for _ in range(samples):
        field = rng.random((n, side, side))
        low, high = 0.0, 1.0
        for _ in range(13):
            middle = (low + high) / 2
            if spanning_labels(field < middle)[1].size:
                high = middle
            else:
                low = middle
        labels, ids = spanning_labels(field < high)
        fractions.append((low + high) / 2)
        sizes.append(np.bincount(labels.ravel())[ids].max())
    return np.array(fractions), np.array(sizes)


# Path counting: direct enumeration against the combinatorial bound.
print("Minimal paths per starting cell, 4 layers: extra cells, count, bound")
for layers in (3, 4, 5):
    found = count_minimal_paths(layers, 5, (0, 0, 0))
    for extra, number in enumerate(found):
        bound = comb(layers - 3 + extra, extra) * 5**extra
        assert number <= bound
        if layers == 4 and extra < 4:
            print(f"  {extra}  {number}  {bound}")
    assert found[0] == 1

# Every configuration of a small slab against the bounds on the hazard.
n_small, side_small = 4, 2
N_small = side_small**2
cells = n_small * N_small
span_count = spanning_counts(n_small, side_small)
path_count = np.zeros(cells - n_small + 1)
for y in range(side_small):
    for x in range(side_small):
        path_count += count_minimal_paths(
            n_small, cells - n_small, (0, y, x), side_small)


def enumerated_hazard(p):
    k = np.arange(cells + 1)
    return -log1p(-float(np.sum(span_count * p**k * (1 - p)**(cells - k))))


print("4x2x2 slab, all configurations: p, lower, hazard, Harris, upper")
for p in (0.01, 0.05, 0.10, 0.15, 0.19):
    lengths = n_small + np.arange(len(path_count))
    harris = float(np.sum(-path_count * np.log1p(-p**lengths)))
    values = (hazard_lower(p, n_small, N_small), enumerated_hazard(p),
              harris, hazard_upper(p, n_small, N_small))
    assert values[0] < values[1] < values[2] < values[3]
    print(f"  {p:.2f}  " + "  ".join(f"{v:.4e}" for v in values))
p_test = 1e-3
slope = (log(enumerated_hazard(1.01 * p_test))
         - log(enumerated_hazard(p_test / 1.01))) / (2 * log(1.01))
assert abs(slope - n_small) < 0.02
print(f"Slope d ln(hazard)/d ln(p) at p = {p_test:.3f}: {slope:.4f}")

# Bulk threshold from cubes, extrapolated to vanishing sample spread.
print("Cubes: edge (cells), mean fraction, spread, median cluster (cells)")
means, spreads = [], []
for edge, samples in ((16, 600), (40, 200)):
    fractions, sizes = sample_breakdown(edge, edge, samples)
    means.append(fractions.mean())
    spreads.append(fractions.std(ddof=1))
    cube_cluster = np.median(sizes)
    print(f"  {edge}  {means[-1]:.4f}  {spreads[-1]:.4f}  {cube_cluster:.0f}")
bulk = means[1] - spreads[1] * (means[0] - means[1]) / (spreads[0] - spreads[1])
# Tolerance covers sampling noise and finite-size corrections; 0.3116 is
# the established simple-cubic site threshold.
assert bulk > 0.2 and abs(bulk - 0.3116) < 0.008
print(f"Estimated bulk threshold: {bulk:.3f}")

# Random slabs of fixed thickness and growing area.
print("4-layer slabs: side (cells), lower, sampled median, upper, cluster")
medians = []
for side, samples in ((4, 600), (16, 600), (128, 300)):
    fractions, sizes = sample_breakdown(4, side, samples)
    medians.append(np.median(fractions))
    slab_cluster = np.median(sizes)
    low, high = median_bracket(4, side**2)
    assert low < medians[-1] < high
    print(f"  {side}  {low:.4f}  {medians[-1]:.4f}  {high:.4f}"
          f"  {slab_cluster:.0f}")
assert medians[0] > medians[1] > medians[2]
assert medians[2] < bulk / 2
assert slab_cluster < 10 and cube_cluster > 500

# Worked device with round model parameters.
cell_nm, thickness_nm, area_cm2 = 1.0, 4.0, 1e-4
n = round(thickness_nm / cell_nm)
N = area_cm2 * 1e14 / cell_nm**2
low, high = median_bracket(n, N)
per_cm3 = 1e21 / cell_nm**3
assert high < bulk / 50
print(f"Device: cell {cell_nm:.1f} nm, thickness {thickness_nm:.1f} nm, "
      f"area {area_cm2:.0e} cm^2")
print(f"Layers {n}, columns {N:.2e}")
print(f"Median breakdown fraction between {low:.4e} and {high:.4e}")
print(f"Median defect density between {low*per_cm3:.3e} and "
      f"{high*per_cm3:.3e} cm^-3")
print(f"Bulk-threshold defect density: {bulk*per_cm3:.2e} cm^-3")
print(f"Bulk threshold / upper bound on median: {bulk/high:.0f}")
print(f"Defects in device at upper bound: {high*n*N:.2e}")
print(f"Expected complete columns at upper bound: {N*high**n:.4f}")
print(f"Interior defect isolated, probability: {(1-high)**6:.4f}")
print(f"Expected complete columns at bulk threshold: {N*bulk**n:.1e}")

print("Area (cm^2), lower and upper median fraction, 4 layers")
for area in (1e-8, 1e-4, 1.0):
    bounds = median_bracket(4, area * 1e14 / cell_nm**2)
    print(f"  {area:.0e}  {bounds[0]:.4e}  {bounds[1]:.4e}")
print("Layers, lower and upper median fraction, same device area")
for layers in (2, 3, 4, 5, 6, 8):
    bounds = median_bracket(layers, N)
    assert bounds[0] <= bounds[1] < bulk
    print(f"  {layers}  {bounds[0]:.4e}  {bounds[1]:.4e}")
thin_limit = log(N / log(2)) / log(1 / bulk)
assert median_bracket(int(thin_limit), N)[1] < bulk
print(f"Median surely below bulk threshold for layers < {thin_limit:.1f}")
for layers in (100, 400):
    print(f"Lower bound on median, {layers} layers: "
          f"{median_bracket(layers, N)[0]:.4f}")
assert abs(median_bracket(20000, N)[0] - 1 / 6) < 1e-3
print("tests ok")
```

Running it gives:

```
Minimal paths per starting cell, 4 layers: extra cells, count, bound
  0  1  1
  1  8  10
  2  40  75
  3  168  500
4x2x2 slab, all configurations: p, lower, hazard, Harris, upper
  0.01  4.0000e-08  4.1599e-08  4.1632e-08  4.4321e-08
  0.05  2.5000e-05  2.9948e-05  3.0540e-05  4.4445e-05
  0.10  4.0002e-04  5.5339e-04  5.9745e-04  1.6002e-03
  0.15  2.0255e-03  3.1293e-03  3.7041e-03  3.2416e-02
  0.19  5.2162e-03  8.6138e-03  1.1231e-02  2.0879e+00
Slope d ln(hazard)/d ln(p) at p = 0.001: 4.0040
Cubes: edge (cells), mean fraction, spread, median cluster (cells)
  16  0.3224  0.0246  317
  40  0.3156  0.0092  2910
Estimated bulk threshold: 0.312
4-layer slabs: side (cells), lower, sampled median, upper, cluster
  4  0.1717  0.3593  0.4538  14
  16  0.1325  0.1808  0.2280  10
  128  0.0660  0.0685  0.0806  6
Device: cell 1.0 nm, thickness 4.0 nm, area 1e-04 cm^2
Layers 4, columns 1.00e+10
Median breakdown fraction between 2.8647e-03 and 2.8854e-03
Median defect density between 2.865e+18 and 2.885e+18 cm^-3
Bulk-threshold defect density: 3.12e+20 cm^-3
Bulk threshold / upper bound on median: 108
Defects in device at upper bound: 1.15e+08
Expected complete columns at upper bound: 0.6931
Interior defect isolated, probability: 0.9828
Expected complete columns at bulk threshold: 9.4e+07
Area (cm^2), lower and upper median fraction, 4 layers
  1e-08  2.6848e-02  2.8854e-02
  1e-04  2.8647e-03  2.8854e-03
  1e+00  2.8833e-04  2.8854e-04
Layers, lower and upper median fraction, same device area
  2  8.3255e-06  8.3255e-06
  3  4.1050e-04  4.1078e-04
  4  2.8647e-03  2.8854e-03
  5  9.0389e-03  9.2932e-03
  6  1.8965e-02  2.0268e-02
  8  4.4480e-02  5.3716e-02
Median surely below bulk threshold for layers < 20.1
Lower bound on median, 100 layers: 0.1607
Lower bound on median, 400 layers: 0.1653
tests ok
```
